# Detailed balance and delta-width convergence in iterative two-dimensional Boltzmann mobility

The decision to make before a phonon-limited mobility is reported is how wide the energy-conserving deltas may be, and how fine the mesh beneath them must be. In the valley treated below, halving the width from 4 to 2 meV raises the mobility along $x$ by 2.6% of its 4 meV value, yet the result at 2 meV is still 3.0% too low. Assuming that the error falls as the square of the width would give false confidence. This note derives a scheme that keeps detailed balance at finite width, separates mesh error from width error, and removes most of the latter by extrapolation.

## Model and conventions

One spin-degenerate valley has the band

$$\varepsilon(1+\alpha\varepsilon)=\gamma,\qquad \gamma=\sum_{i=x,y}\frac{\hbar^2k_i^2}{2m_im_e},$$

where $m_i$ are masses in units of the electron mass $m_e$. Band overlaps are set to one. A mesh cell of area $\Delta A_k$ has weight $a_k=\Delta A_k/(2\pi)^2$, the number of states per unit area and spin. Scattering conserves spin.

A dispersionless polar mode of energy $\hbar\omega$ and occupation $n$ has squared coupling times area $G(q)=G_0/(1+rq)^2$. For acoustic phonons of speed $c$ in a sheet of mass density $\rho$, one process has $D^2\hbar q^2/(2\rho\omega_q)$. With $\omega_q=cq$, negligible phonon energy and $n_q\simeq k_BT/\hbar\omega_q\gg1$, emission and absorption together multiply this by $2n_q$:

$$G_{ac}=\frac{D^2k_BT}{\rho c^2}=\frac{D^2k_BT}{C}.$$

Phonons stay in equilibrium and the field is weak. Carrier screening, impurities, intervalley transfer and collisional level broadening are left out.

## Deltas that keep detailed balance

Let $W_{kk'}$ be the rate coefficient from $k$ to $k'$. The collision integral is

$$C_k=\sum_{k'}a_{k'}\left[f_{k'}(1-f_k)W_{k'k}-f_k(1-f_{k'})W_{kk'}\right].$$

From here on, $f$ is the Fermi function and a prime marks quantities at $k'$. Since $f/(1-f)=e^{-(\varepsilon-E_F)/k_BT}$, each pair balances if

$$\frac{W_{kk'}}{W_{k'k}}=\frac{f'(1-f)}{f(1-f')}=e^{(\varepsilon-\varepsilon')/k_BT}.$$

Now replace the delta by a Gaussian $\delta_\sigma$. Emission from $k$ to $k'$ carries $(n+1)\delta_\sigma(\Delta)$, with mismatch $\Delta=\varepsilon-\varepsilon'-\hbar\omega$. The reverse absorption carries $n\,\delta_\sigma(\Delta)$. Because $(n+1)/n=e^{\hbar\omega/k_BT}$, the ratio of forward to backward flux is

$$\frac{f(1-f')(n+1)}{f'(1-f)n}=e^{[\hbar\omega-(\varepsilon-\varepsilon')]/k_BT}=e^{-\Delta/k_BT}.$$

It differs from one wherever $\Delta\ne0$. The cure is to give both directions the geometric mean of the two fluxes, whose occupation factor is $\sqrt{n(n+1)}\sqrt{f(1-f)f'(1-f')}$. Dividing by $f(1-f')$ recovers a rate coefficient:

$$W^{pol}_{kk'}=\frac{2\pi}{\hbar}G\sqrt{n(n+1)}\,e^{(\varepsilon-\varepsilon')/2k_BT}\left[\delta_\sigma(\varepsilon-\varepsilon'-\hbar\omega)+\delta_\sigma(\varepsilon-\varepsilon'+\hbar\omega)\right].$$

The Fermi level has dropped out. On the emission shell the prefactor is $\sqrt{n(n+1)}\sqrt{(n+1)/n}=n+1$; on the absorption shell it is $n$. The acoustic rate is $(2\pi/\hbar)G_{ac}e^{(\varepsilon-\varepsilon')/2k_BT}\delta_\sigma(\varepsilon-\varepsilon')$.

The test inserts a Fermi function with $E_F$ 50 meV above the band edge into the nonlinear collision integral. With $\sigma_0=8$ meV, the summed magnitude of $C_k$, relative to the total outgoing flux, is at rounding level for the balanced rates and 10% for the plain ones.

## Linear equation and mobility

For charge $-e$, $\hbar\dot{\mathbf k}=-e\mathbf E$. In the steady state $\dot{\mathbf k}\cdot\nabla_kf=C_k$, and $\nabla_kf=-\hbar\mathbf v f(1-f)/k_BT$, so to first order in the field

$$\frac{e\,\mathbf E\cdot\mathbf v}{k_BT}f(1-f)=\delta C_k.$$

Write the occupation change as $\delta f=f(1-f)\varphi$, and call the balanced flux $P=f(1-f')W_{kk'}=f'(1-f)W_{k'k}$. Varying the incoming term gives $P[(1-f')\varphi'-f\varphi]$; varying the outgoing term gives $P[(1-f)\varphi-f'\varphi']$. Their difference is $P(\varphi'-\varphi)$. Detailed balance is what lets the two terms share one $P$.

Define $R_{kk'}=P/[f(1-f)]=W_{kk'}(1-f')/(1-f)$ and $\varphi=-e\mathbf E\cdot\mathbf F/k_BT$. Dividing by $f(1-f)$ and cancelling the field leaves

$$\mathbf v_k=\sum_{k'}a_{k'}R_{kk'}(\mathbf F_k-\mathbf F_{k'}).$$

$\mathbf F$ is a mean free displacement. The drift velocity is $\sum a\mathbf v\,\delta f/\sum af=-\mu\mathbf E$, hence

$$\mu_{ii}=\frac{e}{k_BT}\frac{\sum_ka_kf(1-f)v_iF_i}{\sum_ka_kf}.$$

The linearized operator agrees with centred differences of the nonlinear integral to rounding accuracy.

## Iteration and its stopping bound

With $1/\tau_k=\sum_{k'}a_{k'}R_{kk'}$, the fixed-point step is

$$F^{(j+1)}_k=\tau_k\Big(v_k+\sum_{k'}a_{k'}R_{kk'}F^{(j)}_{k'}\Big),\qquad F^{(0)}=\tau v.$$

The start is the relaxation-time approximation, in which $1/\tau_k$ is the outgoing rate divided by $1-f$. The two rates nearly coincide in the nondegenerate valley treated below.

Reflection symmetry reduces the mesh to one quadrant. $F_x$ is odd in $k_x$ and even in $k_y$, so its gain term uses

$$G_x=G_{++}+G_{+-}-G_{-+}-G_{--},$$

where the subscripts are the signs applied to $k'_x$ and $k'_y$. The loss term uses the sum of all four. For $F_y$ the middle signs are exchanged. The constant acoustic coupling cancels in the gain but remains in the loss. A test against the unfolded valley confirms these signs.

Let $M$ be the folded gain matrix multiplied by $\tau$. The sum of $|M|$ along a row is at most the polar share of that state's loss. This is below one because acoustic loss is present, so the spectral radius of $M$, written $\rho$ from here on in place of the mass density, is below one.

For the error, set $b=af(1-f)v$ and let $B$ be the diagonal matrix with entries $af(1-f)/\tau$. Since $P$ is symmetric, $K=B^{1/2}MB^{-1/2}$ is symmetric, with real eigenvalues $\lambda_i$. If $c_i$ are the components of $B^{-1/2}b$ along its eigenvectors, summing the iteration gives, up to a common factor,

$$\mu\propto\sum_i\frac{c_i^2}{1-\lambda_i},\qquad \mu-\mu_j\propto\sum_i\frac{c_i^2\lambda_i^{j+1}}{1-\lambda_i}.$$

All denominators are positive, so $|\mu-\mu_j|\le\rho^{j+1}\mu$.

On the 8 meV mesh, diagonalization gives $\rho=0.223$ for the $x$ component. The mobilities after 0, 1, 2 and 3 sweeps are 574.3, 663.7, 681.7 and 685.2 cm²/(V s); the limit is 686.1. After three sweeps the bound is $0.223^4\times686=1.7$ cm²/(V s), and the actual error is 0.9. On meshes too large to diagonalize, the largest row sum of $|M|$ can replace $\rho$.

## Adaptive mesh and delta resolution

Use $u_i=k_i/\sqrt{m_i}$, so that $\gamma=\hbar^2u^2/2m_e$ depends on $u=|\mathbf u|$ alone. Differentiating $\varepsilon+\alpha\varepsilon^2=\gamma$ gives

$$\frac{d\varepsilon}{du}=\frac{\hbar^2u}{m_e(1+2\alpha\varepsilon)}.$$

A square cell of side $h$ is split into four while $h\,d\varepsilon/du$, taken at its outer corner, exceeds $s_0(1+\varepsilon/\varepsilon_s)$, with $\varepsilon$ in this tolerance taken at the cell centre. The tolerance grows with energy because high states carry little thermal weight. The delta width follows the same law:

$$w(\varepsilon)=\sigma_0(1+\varepsilon/\varepsilon_s),\qquad \sigma_{kk'}^2=\tfrac12(w_k^2+w_{k'}^2).$$

The pair width must be symmetric, or detailed balance is lost again. A quoted width below means $\sigma_0$; at 40 meV, with $\varepsilon_s=50$ meV, $w$ is already $1.8\sigma_0$.

For energies equally spaced by $s$, Poisson summation gives the leading relative error of a Gaussian sum as at most $2e^{-2\pi^2\sigma^2/s^2}$. This is $3\times10^{-4}$ at $s=1.5\sigma$ and about one at $s=6\sigma$, where the sum no longer represents the integral. The one-dimensional argument guides the choice $s_0=1.5\sigma_0$; away from the band edge and the cutoff, the mesh itself is checked by the sum rule

$$\sum_{k'}a_{k'}\delta_\sigma(\varepsilon_k-\varepsilon_{k'})\simeq\frac{m_dm_e(1+2\alpha\varepsilon_k)}{2\pi\hbar^2},\qquad m_d=\sqrt{m_xm_y}.$$

At either end of the energy range, about half of the Gaussian lies outside it, so the sum falls to about half the right side even on a perfect mesh. Between 50 and 150 meV, with $\sigma_0=4$ meV, the rms deviation relative to the right side is 0.4% for $s_0=6$ meV and 11% for $s_0=24$ meV. The first figure is not mesh error. Because $\sigma_{kk'}$ varies with $\varepsilon_{k'}$, the Gaussian is not normalized in $\varepsilon_{k'}$. Expanding the variance about $\varepsilon_k$ shows that even exact integration exceeds the right side by the fraction $\sigma_0^2/2\varepsilon_s^2+2\alpha w_k\sigma_0/[\varepsilon_s(1+2\alpha\varepsilon_k)]$ to leading order, which is 0.32% plus about 0.09% here. The sum rule therefore detects mesh error only above this floor. Narrowing the delta on a fixed mesh therefore eventually makes the rates worse.

```
input sigma0; s0 = 1.5*sigma0
cells = quadrant square enclosing the cutoff contour
while a cell exceeds its energy-spread tolerance:
    split it into four
discard cells above the cutoff
for each row k:
    for each k':
        form the symmetric pair width and balanced rates
        add the four reflected couplings to the loss
        add the signed couplings to the x and y gains
    tau[k] = 1/loss[k]
for each direction:
    F = tau*v
    repeat F = tau*(v + gain*F) until mu is stable
repeat with sigma0/2 and s0/2
return 2*mu(sigma0/2) - mu(sigma0)
```

## Why the width error can be linear

In two dimensions the density of final states starts with a step, so the emission rate jumps at $\varepsilon=\hbar\omega$. Near this threshold take a total rate $A$ below and $A+B$ above. Broadening turns it into $A+B\Phi(x/\sigma)$, where $x=\varepsilon-\hbar\omega$ and $\Phi$ is the cumulative normal distribution.

In the relaxation-time approximation, for a nondegenerate parabolic band, the mobility averages $1/\text{rate}$ with weight $g(\varepsilon)\propto\varepsilon e^{-\varepsilon/k_BT}$. Pair the points $\pm x$, set $x=\sigma t$ and $p=\Phi(t)$. The two smoothed rates are $A+Bp$ and $A+B(1-p)$. Their sum is $2A+B$ and their product is $A(A+B)+B^2p(1-p)$. The sharp rates have the same sum and the product $A(A+B)$. Using $1/X+1/Y=(X+Y)/(XY)$, the loss of the average is, to leading order,

$$\sigma g(\hbar\omega)\int_0^\infty dt\,(2A+B)\left[\frac1{A(A+B)}-\frac1{A(A+B)+B^2p(1-p)}\right].$$

The bracket is positive, so smoothing lowers the mobility by an amount proportional to $\sigma$. For $B=2A$, direct integration at 1 and 0.5 meV gives deficits in the ratio 2.01.

This motivates writing $\mu(\sigma)=\mu(0)-a_1\sigma+a_2\sigma^2$ for the full solution as well. Then

$$2\mu(\sigma)-\mu(2\sigma)=\mu(0)-2a_2\sigma^2,$$

and the linear term is gone.

## Reference without broadened deltas

The reference integrates the deltas analytically. From $d\gamma=\hbar^2u\,du/m_e$ and $d^2k=m_du\,du\,d\theta$,

$$d^2k=\frac{m_dm_e}{\hbar^2}(1+2\alpha\varepsilon)\,d\varepsilon\,d\theta.$$

A state then couples to its own energy and to $\varepsilon\pm\hbar\omega$. For each $E_0$ between 0 and $\hbar\omega$, the energies $E_0+j\hbar\omega$ form a closed ladder, solved directly on angular rings; $E_0$ is integrated by Gauss quadrature. Going from 24 angles and 10 energy nodes to 32 and 14 changes the mobility by less than $10^{-8}$ of its value, with 14 rungs in both cases.

The acoustic-only parabolic limit checks the elastic part of the reference; the polar part is tested by the approach of the mesh results to it. Constant coupling returns nothing to an odd $F$, so $F=\tau v$ with

$$\frac1\tau=\frac{2\pi}{\hbar}G_{ac}\frac{m_dm_e}{2\pi\hbar^2}=\frac{G_{ac}m_dm_e}{\hbar^3}.$$

Because $f(1-f)v_i/k_BT=-\partial f/\partial(\hbar k_i)$, integration by parts moves the derivative onto $v_i$, where it gives $1/(m_im_e)$. The result is $\mu_{ii}=e\tau/(m_im_e)$.

## Worked valley at 300 K

The round parameters are $m_x=0.3$, $m_y=0.6$, $\alpha=0.5$ /eV, $\hbar\omega=40$ meV, $G_0=0.005$ eV² nm², $r=1.5$ nm, $D=3$ eV and $C=100$ N/m. The Fermi level is 100 meV below the band edge, which gives $9.7\times10^{10}$ carriers per cm².

With $k_BT=25.85$ meV, $n=1/(e^{40/25.85}-1)=0.270$. Since 100 N/m is 624 eV/nm², $G_{ac}=9\times0.02585/624=3.73\times10^{-4}$ eV² nm². The acoustic-only parabolic lifetime is 317 fs, giving mobilities of 1859 and 930 cm²/(V s) along $x$ and $y$, in the inverse ratio of the masses.

With both mechanisms, the reference mobilities are 743 and 404 cm²/(V s). The relaxation-time start gives 630 and 319, which is 15% and 21% below them. That approximation is therefore too low here, and by different amounts along the two axes.

The mesh results, with errors relative to the reference, are:

| $\sigma_0$ (meV) | cells | $\mu_{xx}$ | $\mu_{yy}$ | errors (%) |
|---|---:|---:|---:|---:|
| 8 | 151 | 686.1 | 379.4 | −7.7, −6.1 |
| 4 | 563 | 702.6 | 385.2 | −5.4, −4.6 |
| 2 | 2187 | 720.8 | 393.4 | −3.0, −2.6 |

Mobilities are in cm²/(V s). The last halving reduces the $x$ error by a factor of 1.8, close to linear; the first reduces it by only 1.4, so 8 meV is outside the linear range. The sign agrees with the threshold argument, but the share of the full error due to the threshold was not isolated.

Extrapolation along $x$ gives $2\times720.8-702.6=739.0$ cm²/(V s), and along $y$ 401.6. Both are about 0.5% below the reference. Assuming a quadratic law instead would give $(4\times720.8-702.6)/3=726.9$ along $x$, still 2.2% low.

Mesh error is smaller. At fixed $\sigma_0=4$ meV, reducing $s_0$ from 6 to 3 meV changes either mobility by less than 0.2%. This check should precede extrapolation, whose coefficients 2 and −1 can amplify unrelated mesh errors up to threefold. Three times the 0.17% change found here is as large as the 0.5% residual, so that residual cannot be read as width error alone.

## Cost, stability and failure modes

The number of cells grows roughly as $s_0^{-2}$, so dense storage and work per sweep grow as $\sigma_0^{-4}$ at fixed $s_0/\sigma_0$. The finest mesh needs $2187^2\times8$ bytes, or 38 MB, per gain matrix. If pairs several widths off shell are dropped, the retained fraction becomes proportional to $\sigma_0$, and the growth $\sigma_0^{-3}$, once the deltas are narrow enough for the elastic, emission and absorption shells to be separate. At the widths used here the shells still overlap at higher energies, so the saving is smaller. The cutoff must treat both directions of a pair alike.

The following conditions need attention:

- **Weak current relaxation.** If $\rho$ approaches one, a small change per sweep no longer implies a small remaining error. Use the bound, or solve the linear system directly.
- **Unfolded meshes.** A constant $F$ solves the homogeneous equation because particles are conserved. Inversion symmetry must keep the iterate odd, or this component must be projected out.
- **Wide deltas.** When $\sigma$ is comparable to $\hbar\omega$, emission and absorption overlap in energy. When it is comparable to $k_BT$, the exponential factor in the rates varies strongly across the delta. Detailed balance survives in both cases, but the rates lose accuracy.
- **Energy cutoff.** The 300 meV used here is $11.6\,k_BT$. After raising the temperature or moving the Fermi level into the band, repeat the calculation with a higher cutoff to check that the mobility is unchanged.
- **Physical limits.** If $\hbar/\tau$ is comparable to $k_BT$, sharp band states are a poor starting point, and converging the numerical width does not repair the Boltzmann equation. Just above the emission threshold the final state lies at the band bottom, so $q=|\mathbf k|$ and emission alone contributes $\hbar/\tau=(n+1)G(|\mathbf k|)m_dm_e/\hbar^2$. Here this is 7 to 10 meV, depending on direction: below $k_BT$, but larger than the finest $\sigma_0$. The 0.5% agreement after extrapolation therefore measures convergence to the sharp-state model, not the accuracy of a predicted mobility. Carrier screening is also left out, and its size was not estimated. Whether it may be neglected, even at the density used here, depends on the phonon wave vector and the dielectric surroundings.

The computed mobilities and test results are in the numerical output below.

## Numbers as computed

```
temperature 300 K; thermal energy 25.852 meV
masses x, y: 0.3, 0.6 electron masses
nonparabolicity 0.5 /eV; Fermi level -100 meV
phonon energy 40 meV; occupation 0.2704
polar coupling G0 0.005 eV^2 nm^2; length r 1.5 nm
deformation potential 3.0 eV; stiffness 100 N/m
acoustic coupling 3.728e-04 eV^2 nm^2
energy cutoff 300 meV; softening 50 meV
carrier density 9.722e+10 cm^-2
acoustic-only parabolic lifetime 317.1 fs
acoustic-only mobility x, y: 1859.2, 929.6 cm^2/(V s)
reference mobility x, y: 742.97, 403.86 cm^2/(V s)
reference relaxation-time mobility x, y: 630.24, 319.24 cm^2/(V s)
reference change on refinement 6.3e-09 (relative)
imbalance at Fermi level 50 meV, width 8 meV:
  balanced 3.6e-16; plain 1.015e-01 (relative)
linearization error 2.8e-13 (relative)
width 8 meV, spread 12 meV, 151 quadrant cells:
  mobility x, y 686.12, 379.39 cm^2/(V s); error -7.65, -6.06 %
width 4 meV, spread 6 meV, 563 quadrant cells:
  mobility x, y 702.63, 385.23 cm^2/(V s); error -5.43, -4.61 %
width 2 meV, spread 3 meV, 2187 quadrant cells:
  mobility x, y 720.82, 393.43 cm^2/(V s); error -2.98, -2.58 %
extrapolated mobility x, y: 739.01, 401.64 cm^2/(V s)
  error -0.53, -0.55 %
finest-mesh density error 0.031 %
width 8 meV, x mobility after 0, 1, 2, 3 sweeps: 574.25, 663.69, 681.67, 685.20 cm^2/(V s)
spectral radius 0.2230; sweeps to convergence 17
state-density rms error, width 4 meV: spread 6 meV 0.39 %, spread 24 meV 10.8 %
mobility change, width 4 meV, spread 6 to 3 meV: 0.171, 0.163 %
threshold deficit ratio, width 1 to 0.5 meV: 2.0144
```
